# Why diffuse walls emit equilibrium electrons in an isotropic metal film

A perfectly diffuse wall forgets the direction from which each electron came. At a given energy its emission can therefore depend on one thing only, the number of electrons that arrive. In an isotropic film an in-plane field gives the wall extra electrons moving one way along the film and equally many missing electrons moving the other way. To first order in the field the number arriving is unchanged, so the wall emits the equilibrium distribution.

Two ingredients are needed: loss of memory and zero net flux. A mirror-like wall also receives zero net field-induced flux, yet it returns electrons that still carry current. Zero flux alone does not imply equilibrium emission.

## The model and the incident correction

Let the film fill $0<z<d$, with a uniform field $E$ along $x$ and electron charge $-e$. The band is parabolic and isotropic, the motion semiclassical, and the relaxation time $\tau$ depends on energy only. The steady Boltzmann equation is

$$v_z\frac{\partial f}{\partial z}-\frac{eE}{m}\frac{\partial f}{\partial v_x}=-\frac{f-f_0}{\tau}.$$

Write the distribution as

$$f=f_0(\varepsilon)+\left(-\frac{\partial f_0}{\partial\varepsilon}\right)\Phi .$$

Here $\Phi$ is an energy. At a given energy, a direction-independent $\Phi$ acts like a shift of chemical potential, because $f_0(\varepsilon-\Phi)\approx f_0-\Phi\,\partial f_0/\partial\varepsilon$.

To first order in $E$, the field term acts on $f_0$ alone, and $\partial f_0/\partial v_x=mv_x\,\partial f_0/\partial\varepsilon$. Dividing by $-\partial f_0/\partial\varepsilon$ gives

$$v_z\frac{\partial\Phi}{\partial z}+\frac{\Phi}{\tau}=-eEv_x .$$

Far from walls $\Phi=-eE\tau v_x$. It is positive for $v_x<0$, as it should be, since the force on an electron points along $-x$.

Suppose for now that the lower wall emits $f_0$, so that $\Phi=0$ at $z=0$ for $v_z>0$. The electrons reaching the upper wall then have

$$\Phi_{\rm in}=-eE\tau v_x\left[1-e^{-d/(\tau v_z)}\right].$$

The bracket is the memory of the field gathered since the last wall. Electrons moving steeply across the film gather the least, only a small part of the bulk value if $d\ll v\tau$; grazing ones gather nearly the bulk value.

## The flux into the wall

Use polar angles about $z$: $v_z=v\mu$ and $v_x=v\sqrt{1-\mu^2}\cos\phi$, with mean free path $\lambda=v\tau$ and $\kappa=d/\lambda$. At fixed energy the states are uniformly spread over solid angle, so the field-induced particle flux into the wall is proportional to

$$\int_0^1\! d\mu\int_0^{2\pi}\! d\phi\; v\mu\,\Phi_{\rm in}
=-eE\lambda v\int_0^1\!\mu\sqrt{1-\mu^2}\left[1-e^{-\kappa/\mu}\right]d\mu\int_0^{2\pi}\!\cos\phi\,d\phi=0 .$$

The first integral is positive for every thickness. The cancellation comes from the azimuth: for each electron with $v_x$ there is a partner with $-v_x$, the same $v_z$ and the same time of flight.

What does the wall do with this? At equilibrium it must return $f_0$ when it receives $f_0$. If the emission pattern is independent of the incoming directions, it must therefore have uniform occupation over outgoing directions, which means a flux proportional to $\mu$. So $\Phi_{\rm out}=c$, a single number at each energy. Equating incoming and outgoing fluxes, with $\int_0^1\mu\,d\mu=1/2$, gives

$$c=\frac{1}{\pi}\int_0^{2\pi}\!d\phi\int_0^1\!\mu\,\Phi_{\rm in}\,d\mu=0 .$$

Since the flux vanishes at each energy, the energy flux vanishes too at this order. A wall that exchanges energy with the electrons, and is held at the film's temperature, thus also has no first-order reason to emit with a shifted chemical potential.

## Is the argument circular?

The incident correction was found by assuming equilibrium emission at the opposite wall. To remove that assumption, let the lower and upper walls emit unknown constants $c_0$ and $c_d$. The electrons arriving at the top then carry an added term $c_0e^{-\kappa/\mu}$. The field term still contributes no flux, so

$$c_d=Tc_0,\qquad c_0=Tc_d,\qquad T=2\int_0^1\mu\,e^{-\kappa/\mu}\,d\mu<1 .$$

Hence $(1-T^2)c_0=0$, and both constants vanish. For $\kappa=0.5$, $T=0.443$.

This used relaxation to a fixed $f_0$, which would not by itself conserve particles if $c$ were nonzero. A number-conserving elastic collision term replaces $\Phi/\tau$ by $(\Phi-\langle\Phi\rangle)/\tau$, where $\langle\;\rangle$ averages over all directions. The solution found above has $\langle\Phi\rangle=0$, so it still holds. Any other solution differs from it by a function $\chi$ that obeys the source-free equation. With $\mu$ now signed,

$$\lambda\mu\frac{\partial\chi}{\partial z}=-(\chi-\langle\chi\rangle).$$

Multiply by $\chi$ and average over directions:

$$\frac{\lambda}{2}\frac{d}{dz}\langle\mu\chi^2\rangle=-\left\langle(\chi-\langle\chi\rangle)^2\right\rangle .$$

At the top wall the emitted $\chi$ is the flux-weighted mean of the incident one. The square of a mean cannot exceed the mean of the square, so $\langle\mu\chi^2\rangle\ge0$ there. At the bottom the sign of $\mu$ is reversed and $\langle\mu\chi^2\rangle\le0$. Integrated over $z$, the left side is therefore non-negative and the right side non-positive. Both must vanish, so $\chi$ is independent of direction, and the source-free equation then makes it independent of $z$.

What remains is a common constant at each energy, not driven by the field. It merely says that elastic processes do not choose the reference occupation. Taking $f_0$ as the film's actual equilibrium, fixed by neutrality and thermal contact, sets it to zero.

This was tested by solving the conserving equation numerically at $\kappa=0.5$, starting from unequal wall values. The two emitted values converged to the same constant within $10^{-8}eE\lambda$.

## No particle flux, but a momentum flux

The excess and deficit cancel when particles are counted. They add when momentum along $x$ is counted, because $\Phi_{\rm in}$ is then multiplied by another factor $v_x$.

For a degenerate metal of density $n$, the density of states is $D=3n/(2\varepsilon_F)$, and $Dmv_F^2=3n$. The momentum flux into one wall is

$$\frac{D}{4\pi}\int\!\mu v_F\,(mv_x)\,\Phi_{\rm in}\,d\Omega
=-\frac{3}{4}neE\lambda\int_0^1(\mu-\mu^3)\left[1-e^{-\kappa/\mu}\right]d\mu ,$$

where $\int_0^{2\pi}\cos^2\phi\,d\phi=\pi$ was used. Equilibrium emission returns none of it. The field supplies $-neEd$ per unit area and time, so two walls take the share

$$S=\frac{3}{2\kappa}\int_0^1(\mu-\mu^3)\left[1-e^{-\kappa/\mu}\right]d\mu .$$

Bulk collisions take the rest, $nmd\,\bar u/\tau$, where $\bar u=-(eE\tau/m)\,\sigma/\sigma_0$ is the mean drift velocity and $\sigma/\sigma_0$ is the film conductivity relative to bulk. Their share is therefore $\sigma/\sigma_0$, and

$$\frac{\sigma}{\sigma_0}=1-S .$$

This is the Fuchs–Sondheimer result for diffuse walls. In a thick film the bracket tends to 1, the integral to $1/4$, and $S\to3/(8\kappa)$.

If a fraction $p$ of electrons is reflected specularly, then $\Phi_{\rm out}=p\,\Phi_{\rm in}^{\rm mirror}+(1-p)c$. Put $\Phi_{\rm in}=-eE\tau v_xa$ and $q=e^{-\kappa/\mu}$. One crossing gives $a=1-q+paq$, so $a=(1-q)/(1-pq)$. Since $a$ depends only on $\mu$, $\Phi_{\rm in}$ is still odd in $v_x$, hence $c=0$. The total emission, however, is not $f_0$ when $p>0$; only its diffuse part is. For $p=1$, $a=1$ and the bulk current survives.

## A 20 nm film in numbers

Take rough values in the regime of copper: $n=8.5\times10^{22}\ \mathrm{cm^{-3}}$ and $\lambda=40$ nm, with $d=20$ nm and $E=2$ V/cm at 300 K. Then $\kappa=0.5$, $\varepsilon_F=7.05$ eV and $v_F=1.575\times10^8$ cm/s. The energy scale of the correction is

$$eE\lambda=(2\ \mathrm{eV/cm})(4\times10^{-6}\ \mathrm{cm})=8\ \mu\mathrm{eV}.$$

For the half of the incident electrons with $v_x<0$, the azimuthal integral of $-\cos\phi$ is 2. The $\mu$ integral in the flux is 0.2008, so the excess is

$$\frac{Dv_F\,eE\lambda}{2\pi}(0.2008)=7.28\times10^{23}\ \mathrm{cm^{-2}\,s^{-1}} .$$

The half with $v_x>0$ gives $-7.28\times10^{23}\ \mathrm{cm^{-2}\,s^{-1}}$. The equilibrium one-way flux, $3nv_F/16=2.51\times10^{30}\ \mathrm{cm^{-2}\,s^{-1}}$, is not zero; the wall balances it by equilibrium emission.

The walls take 47.8% of the momentum, leaving $\sigma/\sigma_0=0.522$. The resistivity rises from 1.64 to $1.644/0.522=3.15\ \mu\Omega\,$cm. With $p=0.5$ and all else fixed, $\sigma/\sigma_0=0.712$ and the resistivity is $2.31\ \mu\Omega\,$cm. Further values are in the numerical output.

## When isotropy is lost

Full isotropy is more than the cancellation needs. With trial emission at $f_0$, the incident flux is linear in the in-plane field, $F=\mathbf a\cdot\mathbf E$. If the band, $\tau$ and the walls share a rotation axis of order two or higher along the normal, $\mathbf a$ must be unchanged by that rotation. No nonzero in-plane vector is, so $F=0$. A mirror plane containing the normal and perpendicular to $\mathbf E$ also suffices: it reverses $\mathbf E$ but not $F$.

A cubic band shows the difference. Take $\varepsilon\propto k^2[1+0.2(n_1^4+n_2^4+n_3^4-3/5)]$ with $\mathbf n=\mathbf k/k$, and $\kappa=0.5$. The flux vanishes numerically for (001) and (111) films, and for a (112) film with $\mathbf E$ along $[1\bar10]$. For the (112) film with $\mathbf E$ along $[11\bar1]$, the net flux is 4.3% of the sum of its absolute contributions. Emission at an unshifted $f_0$ would then violate particle conservation.

A tilted ellipsoidal band shows how the film responds. Let $W$ be its inverse mass tensor, with $W_{xy}=W_{yz}=0$, and let $r=W_{xz}/W_{zz}$. On the energy surface $v_x=rv_z+w$, where $w$ takes opposite values equally often at fixed $v_z$. Put $\Phi=c(z)+\psi$ into the conserving equation:

$$v_z\frac{dc}{dz}+v_z\frac{\partial\psi}{\partial z}+\frac{\psi}{\tau}=-eE(rv_z+w).$$

Choosing $dc/dz=-reE$ removes the correlated part, and $\psi$ obeys the earlier problem with $w$ in place of $v_x$. The walls emit equilibrium distributions at different electrochemical potentials, with $c_d-c_0=-reEd$. For $r=0.2$ the numerical solution gives $-0.200\,eEd$. In a neutral film this difference appears as a transverse voltage.

## Beyond first order, and real films

For parabolic electrons with constant $\tau$ and relaxation to a fixed $f_0$, an electron that has flown freely for a time $t$ has $v_x$ shifted by $-eEt/m$. Its $v_z$ is unchanged, so the total particle flux into the wall is unchanged even at finite field. The energy flux is not: the term linear in the shift averages to zero, but $(eEt)^2/(2m)$ remains. A numerical case with $\kappa=0.5$, walls that emit $f_0$, and $k_BT=0.1\,\varepsilon_F$ (here $\varepsilon_F$ is the chemical potential; fixing the density instead raises both values by about 1%) confirms this: doubling $eE\tau/(mv_F)$ from 0.05 to 0.10 raises the increase in incident energy flux, relative to the equilibrium one-way energy flux, from $2.17\times10^{-3}$ to $8.68\times10^{-3}$, a factor of four. For walls that thermalize the electrons and keep emitting $f_0$, this is the part of the Joule heat that electrons carry to the walls; bulk collisions take the rest. At second order the cancellation also no longer holds energy by energy. A purely elastic diffuse wall therefore no longer emits $f_0$ at this order; it returns the energy it receives and takes none of the heat.

In the 20 nm example the current density is 0.64 MA/cm² and the heat leaving the film is 2.5 W/cm². Across 100 nm of oxide with a rough conductivity of 1.4 W/(m K), that means a rise of about 2 mK. About 87 subbands lie below the Fermi level, which supports the semiclassical treatment but does not bound its error.

In real copper interconnects, grain boundaries can cause a much larger departure from the model than this heating does. In the Mayadas–Shatzkes model, 20 nm grains with an assumed reflection coefficient of 0.3 multiply the bulk resistivity by 2.19 even without wall scattering. The two effects should not simply be multiplied, since both act on the same electrons. That model's grain-boundary scattering rate is even in $v_x$, so it changes the current while leaving the zero-flux argument intact. Real walls may also retain some memory of direction; the change from 3.15 to $2.31\ \mu\Omega\,$cm at $p=0.5$ shows how much that can matter here.

## Computed results

```
Electron density (rough input): 8.50e+22 cm^-3
Mean free path (rough input): 40 nm
Film thickness: 20 nm
Field: 2.0 V/cm
Temperature: 300 K
kappa = d/lambda: 0.500
Fermi velocity: 1.575e+08 cm/s
Fermi energy: 7.05 eV
Relaxation time: 25.4 fs
Energy shift e*E*lambda: 8.00 micro-eV
1-exp(-kappa/mu) at mu=0.5: 0.6321
Incident Phi at mu=0.5, phi=0: -4.379 micro-eV
Radial flux integral: 0.20076
Excess flux, v_x<0 half: 7.2805e+23 cm^-2 s^-1
Deficit flux, v_x>0 half: -7.2805e+23 cm^-2 s^-1
|Sum|/excess below 1e-7: True
Equilibrium one-way flux: 2.5097e+30 cm^-2 s^-1
Excess / equilibrium flux: 2.90e-07
Wall-to-wall transmission T: 0.4432
Solver: |c_top-c_bottom| below 1e-8: True
sigma/sigma0, diffuse, formula: 0.52188
sigma/sigma0, diffuse, solver: 0.52188
Momentum share taken by walls, solver: 0.47812
sigma/sigma0, p=0.5, formula: 0.71220
sigma/sigma0, p=0.5, solver: 0.71220
sigma/sigma0, p=1, solver: 1.00000
Bulk resistivity: 1.644 micro-ohm cm
Film resistivity: 3.149 micro-ohm cm
Current density: 0.635 MA/cm^2
Tilted ellipsoid, W_xz/W_zz: 0.20
  (c_top-c_bottom)/(e*E*d), solver: -0.2000
Finite-field model, e*E*tau/(m*v_F): 0.05 and 0.10
  relative energy-flux rise: 2.170e-03 and 8.682e-03
  ratio of the two rises: 4.000
Cubic band warp parameter: 0.20
  (112), E along [1 1 -1], net/absolute flux: 0.0427
  (001), (111), (112) with E along [1 -1 0]: below 1e-10
Subbands below Fermi level, k_F*d/pi: 87
Thermal smearing kT/E_F: 3.67e-03
Field shift e*E*lambda/kT: 3.09e-04
Grain size: 20 nm; reflection: 0.3
  grain-boundary resistivity factor alone: 2.19
Joule heat leaving film: 2.54 W/cm^2
Oxide below: 100 nm, 1.4 W/(m K) (rough)
  temperature rise across oxide: 1.81 mK
```
